# The Harmonic Chain between Langevin Baths Solved by the Lyapunov Equation: test program

```python
# Rieder-Lebowitz-Lieb chain: N masses m, springs k, fixed walls, omega^2 = k/m,
# Langevin baths (friction rate lam) on sites 1 and N, temperatures TL, TR (as k_B T),
# T = (TL+TR)/2, dT = TL-TR, eta = dT/(2T), nu = omega^2/lam^2, cosh(alpha) = 1+nu/2.
# Under test, with s(n) = sinh((N-n) alpha)/sinh(N alpha):
#   <q_i p_j> = (T eta/lam) sign(j-i) s(|j-i|)   (m = 1),
#   <q_i q_j> = (T/omega^2) [Ginv + eta s(i+j-1)],  G = tridiag(-1,2,-1),
#   T_j = T[1 + eta(delta_j1 - delta_jN) - eta nu s(2j-1)],
#   J_N = omega^2 dT s(1)/(2 lam) -> J_inf = omega^2 dT exp(-alpha)/(2 lam),
# plus the Landauer form and the mover picture of the bulk plateau.
# Checks use m = k = omega = 1; the worked example uses Hartree atomic units.
import numpy as np
import sympy as sp
from scipy.linalg import solve_continuous_lyapunov
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants as pc, k as kB_SI

def gmat(N):
    return 2*np.eye(N) - np.eye(N, k=1) - np.eye(N, k=-1)

def steady(N, lamL, lamR, TL, TR, mass=None, k=1.0):
    m = np.ones(N) if mass is None else np.array(mass, float)
    fr = np.zeros(N); fr[0] = lamL; fr[-1] = lamR
    A = np.block([[np.zeros((N, N)), np.diag(1/m)], [-k*gmat(N), -np.diag(fr)]])
    D = np.zeros((2*N, 2*N))
    D[N, N] = 2*lamL*m[0]*TL; D[-1, -1] = 2*lamR*m[-1]*TR
    C = solve_continuous_lyapunov(A, -D)
    U, Z, V = C[:N, :N], C[:N, N:], C[N:, N:]
    temp = np.diag(V)/m
    return dict(A=A, U=U, Z=Z, V=V, T=temp, J=lamL*(TL-temp[0]),
                JR=lamR*(temp[-1]-TR), bonds=k*np.diag(Z, 1)/m[1:])

def alpha(nu): return np.arccosh(1+nu/2)
def sfun(n, N, nu): return np.sinh((N-n)*alpha(nu))/np.sinh(N*alpha(nu))
def profile(N, nu, TL, TR):
    j = np.arange(1, N+1); y = -nu*sfun(2*j-1, N, nu)
    y[0] += 1; y[-1] -= 1
    return (TL+TR)/2 + (TL-TR)/2*y
def JN(N, lam, dT, w=1.0): return w*w*dT*sfun(1, N, (w/lam)**2)/(2*lam)
def Jinf(lam, dT, w=1.0): return w*w*dT*np.exp(-alpha((w/lam)**2))/(2*lam)

# numerical Lyapunov solution against the closed forms
TL, TR = 1.3, 0.7; T = 1.0; eta = 0.3
for N in (2, 3, 4, 7, 12, 25):
    for lam in (0.2, 1.0, 3.0, 20.0):
        nu = 1/lam**2; r = steady(N, lam, lam, TL, TR)
        assert np.linalg.eigvals(r['A']).real.max() < -1e-9
        i, j = np.indices((N, N)) + 1
        assert np.allclose(r['Z'], T*eta/lam*np.sign(j-i)*sfun(abs(j-i), N, nu), atol=1e-9)
        assert np.allclose(r['U'], T*(np.linalg.inv(gmat(N)) + eta*sfun(i+j-1, N, nu)), atol=1e-8)
        assert np.allclose(r['T'], profile(N, nu, TL, TR), atol=1e-9)
        row = -nu*sfun(np.arange(1, N+1), N, nu); row[0] += 1
        y1 = r['V'][0].copy(); y1[0] -= T
        assert np.allclose(y1, T*eta*row, atol=1e-9)
        for cur in (r['J'], r['JR'], *r['bonds']):
            assert abs(cur - JN(N, lam, TL-TR)) < 1e-9
        a = alpha(nu)
        dev = -(np.exp(2*a)-1)/(np.exp(2*N*a)-1)
        assert abs(r['J']/Jinf(lam, TL-TR) - 1 - dev) < 1e-7
        if N in (4, 7) and lam >= 1: assert r['T'][1] < T < r['T'][-2]

# symbolic Lyapunov solution, N = 4, pure eta part (TL = 1, TR = -1)
n = 4; l = sp.symbols('l', positive=True)
Gs = sp.Matrix(n, n, lambda p, q: 2 if p == q else (-1 if abs(p-q) == 1 else 0))
Rs = sp.diag(1, 0, 0, 1)
As = sp.Matrix(sp.BlockMatrix([[sp.zeros(n), sp.eye(n)], [-Gs, -l*Rs]]))
sy = {(p, q): sp.Symbol(f'c{p}_{q}') for p in range(2*n) for q in range(p, 2*n)}
Cs = sp.Matrix(2*n, 2*n, lambda p, q: sy[(min(p, q), max(p, q))])
Ds = sp.zeros(2*n); Ds[n, n] = 2*l; Ds[2*n-1, 2*n-1] = -2*l
E = As*Cs + Cs*As.T + Ds
unk = list(sy.values())
sol = dict(zip(unk, next(iter(sp.linsolve([sp.expand(E[p, q]) for (p, q) in sy], unk)))))
ch = 1 + 1/(2*l**2)   # sinh(n a)/sinh(a) = Chebyshev U_{n-1}(cosh a)
u = lambda d: sp.chebyshevu(d, ch)
assert sp.cancel(sp.together(sol[sy[(4, 4)]] - (1 - u(2)/u(3)/l**2))) == 0
assert sp.cancel(sp.together(sol[sy[(5, 5)]] + u(0)/u(3)/l**2)) == 0

# direct Langevin simulation (BAOAB splitting), N = 4, lam = 1
rng = np.random.default_rng(1); M, dt = 5000, 0.04; G4 = gmat(4)
q = np.zeros((4, M)); p = rng.standard_normal((4, M)); acc = np.zeros((4, M))
c = np.exp(-dt); amp = np.sqrt((1-c*c)*np.array([[1.8], [0.2]])); cnt = 0
F = -G4 @ q
for step in range(4000):
    p += dt/2*F; q += dt/2*p
    p[[0, 3]] = c*p[[0, 3]] + amp*rng.standard_normal((2, M))
    q += dt/2*p; F = -G4 @ q; p += dt/2*F
    if step >= 1500: acc += p*p; cnt += 1
acc /= cnt; Tmc = acc.mean(1); err = acc.std(1)/np.sqrt(M)
Tex = profile(4, 1.0, 1.8, 0.2)
assert np.all(abs(Tmc-Tex) < 5*err + 0.005)   # 0.005 allows the O(dt^2) bias

# Green-function quadrature: Landauer current and site temperatures
def green(W, N, lam):
    B = gmat(N) - W*W*np.eye(N) + 0j
    B[0, 0] -= 1j*W*lam; B[-1, -1] -= 1j*W*lam
    return np.linalg.inv(B)
def freq_int(f):
    pts = np.linspace(0, 2.5, 11)
    o = dict(epsabs=1e-11, epsrel=1e-10, limit=300)
    return sum(quad(f, x, y, **o)[0] for x, y in zip(pts, pts[1:])) + quad(f, 2.5, np.inf, **o)[0]
for N, lam in ((3, 0.5), (6, 1.0), (5, 2.0)):
    JL = freq_int(lambda W: 4*lam**2*W*W*abs(green(W, N, lam)[0, -1])**2)/(2*np.pi)
    assert abs(JL - JN(N, lam, 1.0)) < 1e-7
N, lam = 5, 1.0
for s in range(N):
    def f(W):
        g = green(W, N, lam)
        return 2*lam*W*W*(TL*abs(g[s, 0])**2 + TR*abs(g[s, -1])**2)/np.pi
    assert abs(freq_int(f) - profile(N, 1.0, TL, TR)[s]) < 1e-6
def trans(th, x, lam):   # transmission with the phase N*theta called x
    g = 2*lam*np.sin(th/2)
    return 4*g*g*np.sin(th)**2/abs(np.sin(x+th)-2j*g*np.sin(x)-g*g*np.sin(x-th))**2
def tbar(th, lam):
    g = 2*lam*np.sin(th/2); return 2*g*np.sin(th)/(1+g*g)
for th in (0.6, 1.5, 2.6):
    for lam in (0.4, 1.7):
        W = 2*np.sin(th/2)
        assert abs(trans(th, 7*th, lam) - 4*lam**2*W*W*abs(green(W, 7, lam)[0, -1])**2) < 1e-10
        av = quad(lambda x: trans(th, x, lam), 0, np.pi, limit=300)[0]/np.pi
        assert abs(av - tbar(th, lam)) < 1e-7
for lam in (0.1, 1.0, 5.0):
    Jb = quad(lambda t: np.cos(t/2)*tbar(t, lam), 0, np.pi)[0]/(2*np.pi)
    assert abs(Jb - Jinf(lam, 1.0)) < 1e-8

# coupling limits and optimum, from Lyapunov currents
weak = steady(20, 0.01, 0.01, 1, 0)['J']/(0.01/2)
strong = steady(100, 10.0, 10.0, 1, 0)['J']*2*10.0
assert abs(weak-1) < 1e-3 and abs(strong-(1-0.1)) < 0.01
opt = minimize_scalar(lambda x: -steady(30, x, x, 1, 0)['J'], bounds=(0.3, 3),
                      method='bounded', options=dict(xatol=1e-7))
assert abs(opt.x-np.sqrt(3)/2) < 1e-3 and abs(-opt.fun-1/(3*np.sqrt(3))) < 1e-7

# mover picture for unequal couplings, TL = 1, TR = 0
def movers(th, lL, lR):
    rr = []
    for x in (lL, lR):
        g = 2*x*np.sin(th/2)
        rr.append((1+g*g-2*g*np.sin(th))/(1+g*g+2*g*np.sin(th)))
    a_ = (1-rr[0])/(1-rr[0]*rr[1]); return a_, rr[1]*a_
lL, lR = 1.0, 0.3
Tb = quad(lambda t: sum(movers(t, lL, lR))/2, 0, np.pi)[0]/np.pi
Jm = quad(lambda t: np.cos(t/2)*(movers(t, lL, lR)[0]-movers(t, lL, lR)[1]), 0, np.pi)[0]/(2*np.pi)
ru = steady(120, lL, lR, 1, 0)
# the mover picture is a large-N statement: tolerance covers finite-N corrections
assert np.all(abs(ru['T'][40:80]-Tb) < 2e-3) and abs(ru['J']-Jm) < 1e-3
assert abs(Tb-0.5) > 0.05
ms = np.ones(81); ms[40] = 3.0
rd = steady(81, 1.0, 1.0, 1, 0, mass=ms)
assert rd['T'][19]-rd['T'][61] > 0.05 and rd['J'] < Jinf(1.0, 1.0)

# worked example in Hartree atomic units
m, w, lam, TL, TR, N = 1e5, 2e-4, 2e-4, 2.2e-3, 1.8e-3, 10
k = m*w*w; nu = (w/lam)**2; a = alpha(nu); dT = TL-TR
Eh = pc['Hartree energy'][0]; tau = pc['atomic unit of time'][0]
toK = Eh/kB_SI; tonW = Eh/tau*1e9
ex = steady(N, lam, lam, TL, TR, mass=m*np.ones(N), k=k)
Tf = profile(N, nu, TL, TR)
assert np.allclose(ex['T'], Tf, rtol=1e-7, atol=0)
assert np.allclose(ex['bonds'], JN(N, lam, dT, w), rtol=1e-6, atol=0)
print(f"m = {m:.0f} m_e, omega = {w:.1e} 1/t_au, lambda = {lam:.1e} 1/t_au, N = {N}")
print(f"k = {k:.1e} Eh/a0^2")
print(f"kTL = {TL:.1e} Eh, kTR = {TR:.1e} Eh, k dT = {dT:.1e} Eh")
print(f"mean kT = {(TL+TR)/2:.1e} Eh = {(TL+TR)/2*toK:.2f} K, dT = {dT*toK:.2f} K")
print(f"eta = {dT/(TL+TR):.3f}, nu = {nu:.3f}, 2 hbar omega/kTR = {2*w/TR:.4f}")
print(f"cosh(alpha) = {1+nu/2:.3f}, alpha = {a:.6f}, exp(-alpha) = {np.exp(-a):.6f}")
print(f"layer length 1/(2 alpha) = {1/(2*a):.4f} sites, exp(-2 alpha) = {np.exp(-2*a):.6f}")
print(f"phi_1(N=10) = {sfun(1, N, nu):.9f}")
print(f"slowest decay rate = {-np.linalg.eigvals(ex['A']).real.max():.4e} 1/t_au")
for s in range(N):
    print(f"kT_{s+1}: formula {1e3*Tf[s]:.6f}, Lyapunov {1e3*ex['T'][s]:.6f} mEh")
Ji = Jinf(lam, dT, w)
for n_ in (2, 3, 4, 6, 10, 40):
    Jl = steady(n_, lam, lam, TL, TR, mass=m*np.ones(n_), k=k)['J']
    assert abs(Jl/JN(n_, lam, dT, w)-1) < 1e-6
    dev = -(np.exp(2*a)-1)/(np.exp(2*n_*a)-1)
    print(f"N = {n_}: J = {Jl:.6e} Eh/t_au, J/Jinf-1 = {dev:.3e}")
print(f"J_inf = {Ji:.6e} Eh/t_au = {Ji*tonW:.4f} nW")
print(f"J_inf/(k dT) = {Ji/dT:.6e} 1/t_au; conductance = {Ji*tonW/(dT*toK)*1e3:.3f} pW/K")
print(f"J_inf/(omega k dT) = {Ji/(w*dT):.6f}; perfect contacts 1/pi = {1/np.pi:.6f}")
print("reduced units below (m = omega = k_B = 1)")
print(f"optimum (N=30): lambda = {opt.x:.4f}, J/dT = {-opt.fun:.6f}")
print(f"predicted optimum: {np.sqrt(3)/2:.4f}, {1/(3*np.sqrt(3)):.6f}")
print(f"weak lam=0.01, N=20: 2J/(lam dT) = {weak:.6f}")
print(f"strong lam=10, N=100: 2 lam J/dT = {strong:.6f}")
print("simulation N=4, lam=1, TL=1.8, TR=0.2, dt=0.04, 5000 replicas:")
for s in range(4):
    print(f"  T_{s+1} = {Tmc[s]:.4f} +- {err[s]:.4f}, formula {Tex[s]:.4f}")
print("unequal lamL=1, lamR=0.3, TL=1, TR=0, N=120:")
print(f"  bulk T movers {Tb:.5f}, Lyapunov T_60 {ru['T'][59]:.5f}")
print(f"  J movers {Jm:.5f}, Lyapunov {ru['J']:.5f}")
print("mass 3 at site 41 of N=81, lam=1, TL=1, TR=0:")
print(f"  T_20 = {rd['T'][19]:.4f}, T_62 = {rd['T'][61]:.4f}, J = {rd['J']:.5f}")
print("finished without a failed check")
```

Output:

```
m = 100000 m_e, omega = 2.0e-04 1/t_au, lambda = 2.0e-04 1/t_au, N = 10
k = 4.0e-03 Eh/a0^2
kTL = 2.2e-03 Eh, kTR = 1.8e-03 Eh, k dT = 4.0e-04 Eh
mean kT = 2.0e-03 Eh = 631.55 K, dT = 126.31 K
eta = 0.100, nu = 1.000, 2 hbar omega/kTR = 0.2222
cosh(alpha) = 1.500, alpha = 0.962424, exp(-alpha) = 0.381966
layer length 1/(2 alpha) = 0.5195 sites, exp(-2 alpha) = 0.145898
phi_1(N=10) = 0.381966001
slowest decay rate = 9.4716e-07 1/t_au
kT_1: formula 2.123607, Lyapunov 2.123607 mEh
kT_2: formula 1.988854, Lyapunov 1.988854 mEh
kT_3: formula 1.998374, Lyapunov 1.998374 mEh
kT_4: formula 1.999763, Lyapunov 1.999763 mEh
kT_5: formula 1.999970, Lyapunov 1.999970 mEh
kT_6: formula 2.000030, Lyapunov 2.000030 mEh
kT_7: formula 2.000237, Lyapunov 2.000237 mEh
kT_8: formula 2.001626, Lyapunov 2.001626 mEh
kT_9: formula 2.011146, Lyapunov 2.011146 mEh
kT_10: formula 1.876393, Lyapunov 1.876393 mEh
N = 2: J = 1.333333e-08 Eh/t_au, J/Jinf-1 = -1.273e-01
N = 3: J = 1.500000e-08 Eh/t_au, J/Jinf-1 = -1.824e-02
N = 4: J = 1.523810e-08 Eh/t_au, J/Jinf-1 = -2.654e-03
N = 6: J = 1.527778e-08 Eh/t_au, J/Jinf-1 = -5.646e-05
N = 10: J = 1.527864e-08 Eh/t_au, J/Jinf-1 = -2.558e-08
N = 40: J = 1.527864e-08 Eh/t_au, J/Jinf-1 = -2.135e-33
J_inf = 1.527864e-08 Eh/t_au = 2.7538 nW
J_inf/(k dT) = 3.819660e-05 1/t_au; conductance = 21.802 pW/K
J_inf/(omega k dT) = 0.190983; perfect contacts 1/pi = 0.318310
reduced units below (m = omega = k_B = 1)
optimum (N=30): lambda = 0.8660, J/dT = 0.192450
predicted optimum: 0.8660, 0.192450
weak lam=0.01, N=20: 2J/(lam dT) = 0.999800
strong lam=10, N=100: 2 lam J/dT = 0.904875
simulation N=4, lam=1, TL=1.8, TR=0.2, dt=0.04, 5000 replicas:
  T_1 = 1.4971 +- 0.0026, formula 1.4952
  T_2 = 0.9637 +- 0.0030, formula 0.9619
  T_3 = 1.0395 +- 0.0031, formula 1.0381
  T_4 = 0.5057 +- 0.0012, formula 0.5048
unequal lamL=1, lamR=0.3, TL=1, TR=0, N=120:
  bulk T movers 0.59380, Lyapunov T_60 0.59380
  J movers 0.14969, Lyapunov 0.14969
mass 3 at site 41 of N=81, lam=1, TL=1, TR=0:
  T_20 = 0.7965, T_62 = 0.2035, J = 0.07976
finished without a failed check
```
